# Second-Order Singles Energy and the Dual-Basis Correction to SCF

## Problem

A closed-shell SCF calculation has been converged in a small basis. A larger target basis contains all the small-basis functions and some more. The small-basis determinant $\Phi$ can be written in the target basis without change, but there it is in general no longer a Hartree-Fock solution. When it is not, its Fock matrix $F$, built once in the target basis from the density of $\Phi$, has some elements $F_{ia}\neq0$ between occupied orbitals $i,j,\dots$ and virtual orbitals $a,b,\dots$

(a) Find the second-order energy due to single excitations. (b) Use it to estimate the target-basis SCF energy of the Sr atom. (c) Say which part of the SCF energy lowering the estimate omits.

Rydberg units are used: lengths are in bohr, the kinetic energy is $-\nabla^2$ and the electron repulsion is $2/r_{12}$. All orbitals are real and orthonormal.

For Sr, the LANL2DZ effective core potential, a one-electron operator included in $h$, replaces the 28 inner electrons. The ten others form $4s^2\,4p^6\,5s^2$. The target basis has ten $s$ and ten $p$ shells of single Gaussians with exponents $0.02\cdot2^k$ bohr$^{-2}$, $k=0,\dots,9$, and one $d$ shell with exponent $0.50$ bohr$^{-2}$. The small basis keeps the $s$ and $p$ shells with even $k$. This gives 20 and 45 functions. The small-basis energy is $E_{\rm small}=-59.1619$ Ry.

## A tempting solution

Second-order perturbation theory divides squared couplings by energy differences. The coupling of $\Phi$ to a single excitation is $F_{ia}$, and the energy of an orbital is its diagonal Fock element. With a factor 2 for spin,

$$E\stackrel{?}{=}2\sum_{ia}\frac{F_{ia}^2}{F_{ii}-F_{aa}} .$$

Any orthonormal orbitals spanning the occupied and virtual spaces seem acceptable. Let us take those that diagonalize the one-electron operator $h$ within each space. The sum is then $-1.0912$ Ry.

## Where it fails

Mixing the occupied orbitals among themselves leaves $\Phi$ unchanged up to a sign, and mixing the virtual orbitals does not affect it. A correction that belongs to $\Phi$ and $F$ must not depend on such a choice. The sum above does. With orbitals that diagonalize $F$ within each space, it gives $-1.0168$ Ry for the same determinant.

The fault is in the denominators. In the first set of orbitals $F_{ab}$ and $F_{ij}$ have off-diagonal elements, so an excitation $i\to a$ is not an eigenstate of the Fock operator, even after the occupied-virtual coupling has been removed. Take one occupied orbital of energy $\varepsilon$, with couplings $f_a$. The correct sum, derived below, contains the inverse matrix $[(F_{vv}-\varepsilon)^{-1}]_{ab}$, where $F_{vv}$ is the virtual block. The tempting sum replaces it by the reciprocals of the diagonal elements, and the two agree in general only if $F_{vv}$ is diagonal.

The tempting sum is the singles energy of a different zeroth-order operator, which keeps only the diagonal of $F$ and therefore changes with the orbitals.

## The singles energy

**Coupling.** Work first with spin orbitals. Let $\Phi_i^a=a_a^\dagger a_i\Phi$. The one-electron part of $H$ connects $\Phi$ to $\Phi_i^a$ by moving an electron from $i$ to $a$, which gives $h_{ai}$. The repulsion does the same while another electron stays in an occupied orbital $j$. This gives a direct integral and, with the opposite sign because the determinant is antisymmetric, an exchange integral:

$$\langle\Phi_i^a|H|\Phi\rangle=h_{ai}+\sum_j\big(\langle aj|ij\rangle-\langle aj|ji\rangle\big)=F_{ai}.$$

Here $\langle pq|rs\rangle=\iint p(1)\,q(2)\,\frac{2}{r_{12}}\,r(1)\,s(2)$. The term $j=i$ cancels, so it may stay in the sum. Brillouin's theorem is the case in which all these elements vanish, as they do for a Hartree-Fock determinant in its own basis.

**Zeroth order.** Keep the occupied and virtual blocks of $F$:

$$H_0=\sum_{ij}F_{ij}a_i^\dagger a_j+\sum_{ab}F_{ab}a_a^\dagger a_b,\qquad V=H-H_0 .$$

On $\Phi$, the second sum gives zero because no virtual orbital is filled. In the first, a term with $i\ne j$ tries to fill an orbital that is already full. Hence $H_0\Phi=E_0\Phi$ with $E_0=\sum_iF_{ii}$.

For a single excitation we need the commutators

$$[H_0,a_a^\dagger]=\sum_bF_{ba}a_b^\dagger,\qquad [H_0,a_i]=-\sum_jF_{ij}a_j .$$

They give

$$(H_0-E_0)\Phi_i^a=\sum_bF_{ba}\Phi_i^b-\sum_jF_{ij}\Phi_j^a .$$

Thus $H_0$ turns singles into singles. It likewise conserves the number of excited electrons in doubles, so the two classes do not mix at first order.

**First order.** Let $\Psi_1=\sum_{ia}t_{ai}\Phi_i^a+(\text{doubles})$. Higher excitations are absent because $H$ moves at most two electrons. The first-order equation is $(H_0-E_0)\Psi_1=-(V-E_1)\Phi$. Projecting it on $\Phi_i^a$ removes $E_1$ by orthogonality. Since $H_0\Phi$ has no singles component, $\langle\Phi_i^a|V|\Phi\rangle=F_{ai}$, and

$$\sum_bF_{ab}t_{bi}-\sum_jt_{aj}F_{ji}=-F_{ai}. \tag{1}$$

The second-order equation is $(H_0-E_0)\Psi_2+(V-E_1)\Psi_1=E_2\Phi$. Its projection on $\Phi$, with $\langle\Phi|\Psi_1\rangle=0$, gives $E_2=\langle\Phi|V|\Psi_1\rangle$. The singles part is

$$E_S=\sum_{ia}F_{ia}t_{ai}. \tag{2}$$

Equations (1) and (2) hold for any orbitals within the two spaces: when the orbitals are rotated, $t$ transforms as $F_{ai}$ does, and the sum is unchanged.

Now choose **semicanonical** orbitals, for which $F_{ij}=\varepsilon_i\delta_{ij}$ and $F_{ab}=\varepsilon_a\delta_{ab}$. Equation (1) becomes $(\varepsilon_a-\varepsilon_i)t_{ai}=-F_{ai}$, so

$$t_{ai}=\frac{F_{ai}}{\varepsilon_i-\varepsilon_a},\qquad E_S=\sum_{ia}\frac{F_{ia}^2}{\varepsilon_i-\varepsilon_a}. \tag{3}$$

In a closed shell, $F$ conserves spin and the two spins contribute equally. In spatial orbitals,

$$E_S=2\sum_{ia}\frac{F_{ia}^2}{\varepsilon_i-\varepsilon_a}. \tag{4}$$

If every $\varepsilon_a$ lies above every $\varepsilon_i$, no term is positive. A gap that is small compared with the couplings makes the expansion unreliable.

For Sr, solving (1) in the orbitals that diagonalize $h$ gives $-1.0168$ Ry, the same as (4). The tempting sum was too large in magnitude by 7.3% of this value.

## Why this corrects an SCF energy

The full second-order energy also contains doubles, which describe electron correlation. An SCF energy in a larger basis contains only the improvement of the orbitals, so we must show how $E_S$ is related to that improvement.

Let $P=2\sum_i|i\rangle\langle i|$ be the density matrix in spatial orbitals, and let

$$G(P)_{pq}=\sum_{rs}P_{rs}\left[(pq|rs)-\tfrac12(pr|qs)\right],\qquad F=h+G(P),$$

where $(pq|rs)=\iint p(1)\,q(1)\,\frac{2}{r_{12}}\,r(2)\,s(2)$. The energy is $E[P]={\rm Tr}\,Ph+\tfrac12{\rm Tr}\,PG(P)$. Because $G$ is linear and ${\rm Tr}\,PG(D)={\rm Tr}\,DG(P)$, a change $D$ of the density gives

$$E[P+D]=E[P]+{\rm Tr}\,DF+\tfrac12{\rm Tr}\,DG(D). \tag{5}$$

Rotate the occupied orbitals by small real amounts $\kappa_{ai}$. To second order, they stay orthonormal if

$$|i'\rangle=|i\rangle+\sum_a\kappa_{ai}|a\rangle-\tfrac12\sum_{aj}\kappa_{ai}\kappa_{aj}|j\rangle .$$

Inserting this in $2\sum_i|i'\rangle\langle i'|$ gives $D=D_1+D_2$, with

$$D_1=2\sum_{ia}\kappa_{ai}\big(|a\rangle\langle i|+|i\rangle\langle a|\big),$$

$$D_2=2\sum_{iab}\kappa_{ai}\kappa_{bi}|a\rangle\langle b|-2\sum_{ija}\kappa_{ai}\kappa_{aj}|i\rangle\langle j| .$$

In semicanonical orbitals the traces with $F$ are

$${\rm Tr}\,DF=4\sum_{ia}F_{ia}\kappa_{ai}+2\sum_{ia}(\varepsilon_a-\varepsilon_i)\kappa_{ai}^2 . \tag{6}$$

First leave out the last term of (5). Setting the derivative of (6) to zero gives $4F_{ia}+4(\varepsilon_a-\varepsilon_i)\kappa_{ai}=0$, so $\kappa_{ai}=t_{ai}$. At this point the linear term of (6) is $-4F_{ia}^2/(\varepsilon_a-\varepsilon_i)$ for each pair, and the quadratic term is $+2F_{ia}^2/(\varepsilon_a-\varepsilon_i)$. Their sum is the corresponding term of (4).

Thus $E_S$ is the second-order energy gained when the orbitals relax in a fixed Fock operator. The estimate is

$$E_{\rm target}\approx E_{\rm small}+E_S .$$

## The Sr atom

Nesting simplifies the couplings. Between two small-basis functions, the target Fock matrix has the same elements as the small-basis one, since the density and the integrals are the same. The small-basis SCF condition therefore still makes $F_{ia}$ vanish for every small-basis virtual orbital, and the occupied $\varepsilon_i$ do not change. The largest such $F_{ia}$ in the calculation is $5\times10^{-10}$ Ry. The coupling comes from the part of the target space orthogonal to the small basis. Since $F$ also connects that part to the small-basis virtual orbitals, the whole virtual block must be diagonalized.

The $d$ shell does not contribute. Filled $s$ and $p$ shells have a spherical density, so $F$ conserves angular momentum and cannot connect them to $d$ functions.

One term can be followed by hand. The largest contribution of the $4s$ orbital has $|F_{ia}|=1.5386$ Ry, $\varepsilon_i=-3.8216$ Ry and $\varepsilon_a=27.0042$ Ry:

$$\frac{2(1.5386)^2}{-3.8216-27.0042}=\frac{4.7346}{-30.8258}=-0.1536\ {\rm Ry}.$$

The coupling is large, but the amplitude is only $1.5386/30.8258=0.050$ in magnitude. Summed over all virtual orbitals, the shells $4s$, $4p$ and $5s$ give

$$E_S=-0.3739-0.6074-0.0355=-1.0168\ {\rm Ry}=-13.83\ {\rm eV}.$$

The estimated target energy is $-59.1619-1.0168=-60.1787$ Ry. A converged closed-shell SCF calculation in the target basis gives $-60.2200$ Ry, so the true lowering, meaning the closed-shell one, is $-1.0581$ Ry, or $-14.40$ eV. This energy belongs to the target basis: wider or denser $s,p$ sets lower it by a further $0.0002$ to $0.0004$ Ry. It is a minimum among closed-shell determinants but is very weakly unstable towards a spin-unrestricted solution, which is not considered here. For this pair of bases $E_S$ recovers 96.1% of the lowering, and the remaining error is $0.0413$ Ry. The fraction is not general and need not grow as the small basis improves. With the same target, a small basis of the odd $k$ gives 91.5%, one with $k=0,\dots,7$ gives 97.8%, and one with $k=1,\dots,9$, which lies only $0.0027$ Ry above the target energy, gives 66%.

The tempting value, $-1.0912$ Ry, misses the true lowering by $0.0331$ Ry and so happens to lie closer to it. That does not justify it: it overshoots, and its value depends on an arbitrary choice of orbitals.

## What the estimate omits

The last term of (5) describes the response of the Fock operator to the changing orbitals. It is also of second order in $\kappa$, so $E_S$ is not the complete second-order change of the SCF energy.

Insert $D_1$ in this term. In the Coulomb part, each factor $D_1$ gives $4\sum\kappa_{ai}$, and the prefactor $\tfrac12$ leaves $8(ia|jb)$. In the exchange part, the prefactor is $-\tfrac14$, the two factors of 2 in $D_1$ give 4, and the four orderings of the indices give $2(ij|ab)+2(ib|ja)$. Hence

$$\tfrac12{\rm Tr}\,D_1G(D_1)=\sum_{ia,jb}\kappa_{ai}\kappa_{bj}\left[8(ia|jb)-2(ij|ab)-2(ib|ja)\right].$$

With $g_{ia}=4F_{ia}$, the energy change to second order is $g\kappa+\tfrac12\kappa M\kappa$, where

$$M_{ia,jb}=4(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+16(ia|jb)-4(ij|ab)-4(ib|ja).$$

If $M$ is positive definite, as it is here, the minimum is at $\kappa=-M^{-1}g$ and the lowering is $-\tfrac12gM^{-1}g$. Keeping the first term of $M$ alone returns $E_S$.

To isolate the second-order terms, the occupied orbitals were moved from the target Hartree-Fock solution by 2% of the displacement towards the small-basis orbitals, and also by 2% in the opposite direction. Adding the two results cancels the cubic terms. For these references $E_S$ gives 93.7% of the true lowering, while the coupled formula gives 100.0%. The missing 6.3% is therefore the effect of the response term on the minimum.

For the actual small-basis determinant, the coupled formula gives $-1.0673$ Ry, which is 100.9% of the true lowering. Including the response therefore changes the second-order minimum by $-1.0673+1.0168=-0.0505$ Ry, or 4.8% of the true lowering. This is a difference of two minima reached at different $\kappa$; it lies between the values of $\tfrac12{\rm Tr}\,D_1G(D_1)$ at $\kappa=t$ and at $\kappa=-M^{-1}g$, because each minimum is no higher than its function evaluated at the other point. The terms beyond second order in $\kappa$ add $-1.0581+1.0673=+0.0092$ Ry, or 0.9% with the opposite sign. The 96.1% found above is thus $100\%-4.8\%+0.9\%$. It differs from the 93.7% close to the solution both through these higher terms and because the response is a smaller fraction at this reference, where $F$ and $M$ are different.

## One diagonalization instead of a sum

One may instead diagonalize the whole matrix $F$ once, fill its lowest orbitals and take

$$E_D=2\sum_{k}^{\rm lowest}\epsilon_k-{\rm Tr}\,PF ,$$

where $\epsilon_k$ are the eigenvalues of the full $F$. This is the minimum of ${\rm Tr}\,DF$ over all determinants. If every $\varepsilon_a$ lies above every $\varepsilon_i$, as here, it equals $E_S$ to second order in $F_{ia}$, by (6). Reversing the sign of all virtual orbitals reverses $F_{ia}$ but leaves the eigenvalues unchanged, so odd orders vanish and the two corrections first differ at fourth order.

For Sr, $E_D=-1.0016$ Ry. The term it omits, $\tfrac12{\rm Tr}\,DG(D)$, is $-0.0462$ Ry. Adding both to $E_{\rm small}$ gives the energy of a real determinant, $-60.2097$ Ry, which cannot lie below the lowest closed-shell determinant energy in the target basis and lies $0.0103$ Ry above the converged target SCF energy. The estimate $E_{\rm small}+E_S$ has no such guarantee, because it is not the expectation value of $H$ in a determinant.

If the bases are not nested, the projected orbitals must first be orthonormalized. The starting energy is then $E[P]$ evaluated in the target basis, not the small-basis SCF energy, and the couplings to projected small-basis virtual orbitals need not vanish.

The numerical check also tests the many-electron derivation on a model with three electrons in six spin orbitals. There the singles and doubles terms, $-0.2232$ and $-0.0138$ in model units, add to the second-order energy of $-0.2370$ obtained by differentiating an exact eigenvalue.

## Values computed for the example and the checks

```
Model, 3 electrons in 6 spin orbitals (model energy units)
  singles formula                  -0.223185
  doubles formula                  -0.013799
  second order, numerical          -0.236984
Sr atom, RHF, LANL2DZ core potential, 10 electrons
  target s,p exponents (bohr^-2)   0.02 0.04 0.08 0.16 0.32 0.64 1.28 2.56 5.12 10.24
  small s,p exponents (bohr^-2)    0.02 0.08 0.32 1.28 5.12
  d exponent, target only          0.50 bohr^-2
  basis functions small, target    20, 45
  E_small                          -59.161891 Ry
  E_target                         -60.220008 Ry
  true gap E_target-E_small        -1.058117 Ry
  largest F_ia, small virtuals     5.2e-10 Ry
  largest F coupling to d          1.5e-15 Ry
  norm of F_ia, all virtuals       3.565534 Ry
  e(4s), e(4p), e(5s)              -3.821611, -2.261705, -0.359740 Ry
  lowest virtual e_a               0.027404 Ry
Largest single term of the 4s orbital
  |F_ia|                           1.538597 Ry
  e_a                              27.004150 Ry
  2 F_ia^2/(e_i-e_a)               -0.153591 Ry
Singles energy by shell
  4s                               -0.373893 Ry
  4p (three orbitals)              -0.607423 Ry
  5s                               -0.035505 Ry
  total E_S                        -1.016822 Ry
  linear equation, other orbitals  -1.016822 Ry
  diagonal denominators, wrong     -1.091211 Ry
Comparison of corrections
  E_small+E_S                      -60.178713 Ry
  error of E_small+E_S             0.041295 Ry
  E_S/true gap                     0.9610
  one diagonalization              -1.001647 Ry
  its omitted quadratic term       -0.046173 Ry
  energy of new density - E_target 0.010296 Ry
  coupled second order             -1.067284 Ry
  coupled/true gap                 1.0087
  excess ratio on halving F_ia     3.9787
Reference close to target Hartree-Fock
  fraction of the displacement     0.02
  singles/true lowering            0.9367
  coupled/true lowering            1.0000
Main results in eV
  true gap                         -14.3964 eV
  E_S                              -13.8346 eV
```
